Where the Ohmic and Mott-Gurney Currents Cross

**Problem**

A semiconductor layer of thickness L and permittivity ε lies between two plane contacts. In thermal equilibrium its interior contains n₀ mobile holes per unit volume, neutralised by an equal density of fixed negative ions. Their mobility μ is constant. The contact at x = 0 can supply as many holes as the layer will take; the contact at x = L removes them. A voltage V > 0 drives a steady current density J in the +x direction.

Assume one-dimensional flow, no traps and no recombination, and neglect diffusion. All charges below are per unit contact area, and e is the positive elementary charge.

(a) Find the current when the injected holes are negligible beside the thermal ones.

(b) Find the current when the thermal holes and the ions are negligible beside the injected holes.

(c) At what voltage V_x do these two laws, extended beyond their own ranges, give the same current?

(d) Estimate the injected charge at V_x and compare it with the thermal mobile charge. Does the estimate survive when both kinds of charge are kept?

(e) Evaluate the results for L = 2 µm, relative permittivity 3, n₀ = 10¹⁵ cm⁻³, μ = 10⁻⁴ cm²/Vs and T = 300 K. Judge whether the neglected effects matter.

**Hints**

1. In (a) the layer is neutral. What does Gauss's law then say about the field?

2. In (b) two equations contain the hole density n: the drift current and Gauss's law. Eliminate n and look for the derivative of E². For the boundary condition, ask what a positive field at an unlimited source of holes would do.

3. In (c) V = 0 is also an intersection. It is not the one wanted.

4. In (d) "injected" means in excess of n₀. Gauss's law gives that excess from the field at x = L, without knowledge of the density profile.

5. To keep both charges, use the ratio u = n₀/n as the variable instead of x. It runs from 0 at the injecting contact towards 1 where the layer is neutral.

**Solution**

**(a) The ohmic law.** With n = n₀ everywhere, the holes cancel the ions, so dE/dx = 0 and the field is V/L. The drift current is

J_ohm = e n₀ μ V/L.

**(b) The Mott-Gurney law.** Without thermal holes and ions, the equations are

J = e n μ E,

ε dE/dx = e n.

The first gives e n = J/(μE). Inserting this in the second and multiplying by E/ε,

E dE/dx = J/(εμ).

The left side is the derivative of E²/2. The boundary condition is E(0) = 0: a positive field at an unlimited source would draw in more holes, and their charge would reduce that field until it vanished. Integration from 0 to x gives

E² = 2Jx/(εμ), so E = √(2J/(εμ)) x^(1/2).

The voltage is the integral of E over the layer:

V = √(2J/(εμ)) · (2/3) L^(3/2).

Squaring,

V² = (4/9) · 2J L³/(εμ) = 8J L³/(9εμ),

and therefore

J_MG = (9/8) ε μ V²/L³.

The exit field follows from dividing E(L) = √(2J/(εμ)) L^(1/2) by V:

E(L) = 3V/(2L).

The density n = J/(eμE) diverges at x = 0, because a finite drift current must pass through a point of zero field. The divergence goes as x^(−1/2), so the total charge is finite. In a real contact diffusion carries the current there and the density stays finite.

**(c) The crossing.** Set the two currents equal:

e n₀ μ V/L = (9/8) ε μ V²/L³.

For V ≠ 0, divide both sides by μV/L:

e n₀ = (9/8) ε V/L².

Hence

V_x = 8 e n₀ L²/(9ε).

The units are right: e n₀ L² is charge per length, ε is charge per volt and length, and the quotient is a voltage. The mobility has cancelled because it multiplies both currents. At fixed ε, doubling the thickness raises V_x fourfold, while doubling n₀ doubles it.

The ratio of the two laws takes a simple form:

J_MG/J_ohm = 9εV/(8 e n₀ L²) = V/V_x.

Below V_x the ohmic line is the higher one, and above V_x the Mott-Gurney line is. V_x is the intersection of two limiting laws; nothing so far says that the actual current has a kink there.

**(d) The charges at the crossing.** The thermal mobile charge is

Q₀ = e n₀ L.

Regard the layer first as a capacitor with capacitance ε/L per area. At V_x it holds

εV_x/L = (8/9) e n₀ L = (8/9) Q₀.

The Mott-Gurney field gives a second estimate. Gauss's law with E(0) = 0 makes the injected charge εE(L) = (3/2) εV/L, which at V_x is

(3/2)(8/9) Q₀ = (4/3) Q₀.

Both estimates say that injected and thermal charge are comparable. This is why the ohmic law gives way near V_x: a voltage V requires an excess charge of order εV/L, and once that is of order e n₀ L the hole density can no longer be taken as n₀. The argument fixes the scale e n₀ L²/ε; the factor 8/9 comes from the Mott-Gurney profile.

Neither estimate is a consistent charge balance, however. The first assumes a uniform field, and the second drops a thermal charge that is comparable with the injected one. Now keep both:

J = e n μ E,

ε dE/dx = e(n − n₀).

Define

u = n₀/n = e n₀ μ E/J,

where the second form follows from the current equation. Then E = Ju/(e n₀ μ), and n − n₀ = n₀(1/u − 1) = n₀(1 − u)/u. Gauss's law becomes

[εJ/(e n₀ μ)] du/dx = e n₀ (1 − u)/u.

With the length ℓ = εJ/(e² n₀² μ), this reads

dx = ℓ u du/(1 − u).

Since E(0) = 0, u starts from 0. Write u/(1 − u) = −1 + 1/(1 − u) and integrate to x = L. From here on u denotes the value at the exit:

L/ℓ = w, w = −u − ln(1 − u).

For the voltage, integrate E dx. This brings in one more factor u, and u²/(1 − u) = −u − 1 + 1/(1 − u), so

V = [J/(e n₀ μ)] ℓ v,

v = −u²/2 − u − ln(1 − u) = w − u²/2.

To remove J, insert ℓ = L/w in the definition of ℓ. This gives J = e² n₀² μ L/(εw), or J/(e n₀ μ) = e n₀ L/(εw). The voltage is then

V = (e n₀ L²/ε) v/w².

The ohmic current at this voltage is e n₀ μ V/L = (e² n₀² μ L/ε) v/w², so

J/J_ohm = w/v.

The injected charge is εE(L) = εuJ/(e n₀ μ) = e n₀ L u/w, so

Q_inj/Q₀ = u/w.

At V_x the condition on u is

v/w² = 8/9.

It has one solution. At given E, the slope dE/dx = [J/(μE) − e n₀]/ε grows with J, so a larger current means a larger field throughout the layer and a larger voltage. One voltage therefore belongs to one J, hence to one w = L/ℓ, and w rises steadily with u. Numerically,

u = 0.7456,

w = −0.7456 + 1.3688 = 0.6232,

v = 0.6232 − 0.2780 = 0.3452.

From the unrounded values,

J/J_ohm = 1.805, Q_inj/Q₀ = 1.196.

Within this drift model the injected charge at V_x is thus about 1.2 times the thermal charge, between the estimates 8/9 and 4/3. The interpretation survives. The current is about 1.8 times the common value of the two laws, so reading the actual current off either line at V_x would be a substantial error. Adding the two laws would give a factor of 2, which is also not the solution.

The same formulas recover both limits.

Low voltage: u → 1 and w → ∞. Then v ≈ w − 1/2, so J/J_ohm → 1. Also V ≈ e n₀ L²/(εw) and Q_inj ≈ e n₀ L/w, which together give Q_inj ≈ εV/L, the capacitor value. The excess holes sit mainly within a few lengths ℓ = L/w of the injecting contact, and the rest of the layer is nearly neutral.

High voltage: u → 0. Expanding the logarithm gives w ≈ u²/2 and v ≈ u³/3. Then V ≈ (e n₀ L²/ε) · 4/(3u), so V/V_x ≈ 3/(2u). The current ratio w/v is also 3/(2u), so J/J_ohm ≈ V/V_x, which is the Mott-Gurney law.

Direct integration of the two equations shows how wide the transition is:

V/V_x = 0.1: J/J_ohm = 1.049, Q_inj/Q₀ = 0.093

V/V_x = 1: J/J_ohm = 1.805, Q_inj/Q₀ = 1.196

V/V_x = 10: J/J_MG = 1.076, Q_inj/Q₀ = 13.17

In this drift model the current is already 5% above the ohmic law at a tenth of V_x, and still 8% above the Mott-Gurney law at ten times V_x. For constant mobility, V_x is therefore the voltage at which the two limiting laws, extended as straight lines of slopes 1 and 2 on logarithmic axes, meet. It is not the first departure from the ohmic law. Part (e) shows that the upper limit can be out of reach in a real layer.

**(e) Numbers.** In centimetre units, L = 2×10⁻⁴ cm and ε = 2.656×10⁻¹³ F/cm. Then

V_x = 8 (1.602×10⁻¹⁹ C)(10¹⁵ cm⁻³)(2×10⁻⁴ cm)² / [9 (2.656×10⁻¹³ F/cm)] = 21.45 V.

The mean field is V_x/L = 0.107 MV/cm. The ohmic law gives

J_ohm = (1.602×10⁻¹⁹)(10¹⁵)(10⁻⁴)(1.072×10⁵) A/cm² = 1.72 mA/cm²,

and the Mott-Gurney law gives

J_MG = (9/8)(2.656×10⁻¹³)(10⁻⁴)(21.45)²/(2×10⁻⁴)³ A/cm² = 1.72 mA/cm².

With both charges kept, the current is 1.805 × 1.718 = 3.10 mA/cm². The thermal charge is 0.0320 µC/cm² and the injected charge 0.0383 µC/cm².

Diffusion is negligible in the bulk if V_x is much larger than kT/e. With the Debye length L_D = √(εkT/(e² n₀)), this is a condition on thickness:

V_x/(kT/e) = (8/9)(L/L_D)².

Here kT/e = 25.85 mV, L_D = 65.5 nm and L/L_D = 30.5, so V_x is about 830 times kT/e. Diffusion still acts near the contacts. A drift-diffusion calculation with an assumed 10¹⁸ holes/cm³ at both contacts gives a low-voltage conductance 12% above e n₀ μ/L, because accumulated holes lower the resistance of the regions beside the contacts. If the Mott-Gurney line is left unchanged, the raised ohmic line meets it at 24.0 V. The current at 21.45 V is 5.5% above the drift-only value. The accumulation layers also hold charge that the drift model leaves out: about 0.09 µC/cm² in all, already at V = 0, which is three times the thermal charge. The injected charge of 0.0383 µC/cm² given above does not include it.

In disordered materials the mobility often grows with field. Take μ exp(γ√E) with an assumed γ = 3×10⁻⁴ (cm/V)^(1/2). The current at V_x then rises by 9%, but the crossing moves only to 21.8 V, less than 2%. Both limiting currents rise by nearly the same factor, so most of the change cancels, as all of it does for constant mobility. The assumed γ is small, less than a fiftieth of the ideal Poole-Frenkel value (e/kT)√(e/(πε)) = 1.7×10⁻² (cm/V)^(1/2). With γ = 3×10⁻³ (cm/V)^(1/2) the current at V_x rises by a factor of 2.5 and the crossing moves to 25.2 V, by 18%, so the field dependence is negligible only in materials where γ is small. This crossing compares the two field-dependent currents at the same voltage. A line of slope 2 drawn through points at high voltage, where the mobility is raised, would meet the low-field ohmic line at a lower voltage.

The drift model puts the largest field at the exit, 0.144 MV/cm. With diffusion and the contact density assumed above, the accumulated holes raise the field at the exit contact to about 0.23 MV/cm. Both values are well below a rough breakdown field of 1 MV/cm. The field at the contact depends on the assumed contact density: the same calculation gives 0.58 MV/cm for 10¹⁹ cm⁻³ and 1.8 MV/cm for 10²⁰ cm⁻³, inside the thin accumulation layer. The accumulated charge grows roughly as the square root of that density, while the corrections to conductance and current stay near 12% and 6%. The dissipated power is 66.5 mW/cm², or 665 W/m². Conducted through 0.7 mm of glass with conductivity 1 W/(m K), its far side held at ambient temperature, it warms the layer by 665 × 0.0007/1 ≈ 0.47 K.

The Mott-Gurney limit is harder to reach. At ten times V_x the mean field would be 1.07 MV/cm, above the rough breakdown field. The drift-model current of 185 mA/cm² would dissipate about 40 W/cm² and, by the same estimate, warm the layer by about 280 K. This example therefore cannot be operated steadily that far above V_x.

**Beside a real device.** The parameters are rough values for a hole-only diode of a lightly, unintentionally doped conjugated polymer. The thickness is far from typical of light-emitting or solar-cell layers, which are often near 100 nm. With the other parameters held fixed, V_x at 100 nm would be 21.45/400 ≈ 0.054 V, only about twice kT/e. The drift model then fails, and a linear low-voltage current cannot be converted into n₀ by the ohmic law, since holes diffusing in from the contacts contribute to it. For thick, trap-free layers of nearly constant mobility the result can be inverted to the estimate n₀ = 9εV_x/(8eL²), provided the data establish both limiting lines. Empty deep traps leave the two limiting lines of the drift model unchanged, but they push the Mott-Gurney line further out of reach: with ten empty traps per thermal hole the current at ten times V_x is only about half the Mott-Gurney value. The second variation shows that they can move the onset voltage by a factor of several, so an onset must not be read as the crossing.

**Variation 1: the crossing as a comparison of times**

Compare the time a hole needs to cross the layer at V_x with the dielectric relaxation time.

In a neutral conductor of conductivity σ = e n₀ μ, a small excess charge density ρ drives a current that removes it. Charge conservation and Gauss's law give dρ/dt = −σρ/ε, so ρ decays with the time constant

τ = ε/(e n₀ μ).

In a uniform field V_x/L a hole moves at speed μV_x/L and crosses in

L²/(μV_x) = 9ε/(8 e n₀ μ) = (9/8) τ.

Well below V_x the transit is much longer than τ, and the thermal holes have time to screen injected charge. Near V_x the two times are comparable and screening is incomplete.

The actual field is not uniform. From part (d), a hole crosses dx in the time

dt = dx/(μE) = [e n₀/(Ju)] · ℓ u du/(1 − u) = τ du/(1 − u),

because e n₀ ℓ/J = τ. The total transit time is −τ ln(1 − u), which is 1.369 τ at V_x. In the example τ = 16.6 µs, the uniform-field estimate is 18.7 µs and the full transit time is 22.7 µs. In the drift model, which leaves out the accumulation layers at the contacts, the total mobile charge divided by the current gives the same time:

(0.0320 + 0.0383) µC/cm² / (3.10 mA/cm²) ≈ 22.7 µs.

**Variation 2: deep traps**

Suppose the layer also contains deep hole traps, of which a density N_t is empty before the voltage is applied. The fixed ions neutralise the thermal holes and any traps already occupied. How large must N_t be for trap filling to matter at V_x?

Idealise the process: injected holes go into the empty traps until these are full, and the mobile density stays near n₀ meanwhile. When the traps have just filled, the uncompensated charge density is eN_t throughout the layer. With E(0) = 0,

E = eN_t x/ε,

V_fill = ∫₀ᴸ E dx = eN_t L²/(2ε).

Setting V_fill = V_x,

eN_t L²/(2ε) = 8 e n₀ L²/(9ε), so N_t = (16/9) n₀.

In the example this is 1.78×10¹⁵ cm⁻³. The number is a scale, not a sharp threshold. In equilibrium the fraction of traps left empty is n₁/(n + n₁), where n₁ is the free-hole density at which half are filled. For deep traps n₁ ≪ n₀, so this fraction falls roughly as 1/n, and the last empty traps fill only after n has risen to several times n₀.

The consequence follows from part (d). Holding the voltage V_x requires an excess charge of order e n₀ L. If the layer has that many empty traps, much of the excess is immobile and adds nothing to the current. The rise above the ohmic law is then postponed. For N_t well above n₀, V_fill gives the scale of the onset voltage. Since V_fill is proportional to N_t, 10¹⁶ empty traps per cm³ give V_fill = 21.45 × 10/1.78 ≈ 120 V, several times V_x. At that voltage the mean field is 0.6 MV/cm and the idealised exit field eN_t L/ε is 1.2 MV/cm, so this onset lies near the rough breakdown field. Reading an onset of that order as V_x would overestimate n₀ by a factor of several. An onset voltage alone therefore does not separate thermal holes from empty traps.

The remaining values for the example are in the numerical output.

Table of computed values

```
Thickness L: 2.0 um
Relative permittivity: 3.0
Thermal density n0: 1.0e+15 cm^-3
Mobility: 1.0e-04 cm2/Vs
Temperature: 300 K
Elementary charge: 1.6022e-19 C
Permittivity eps: 2.6563e-13 F/cm
Crossover voltage Vx: 21.45 V
Mean field Vx/L: 0.1072 MV/cm
Either limiting law at Vx: 1.718 mA/cm2
Mott-Gurney law at Vx: 1.718 mA/cm2
Thermal charge e n0 L: 0.0320 uC/cm2
Capacitor charge eps Vx/L: 0.0285 uC/cm2
Mott-Gurney charge at Vx: 0.0427 uC/cm2
Full solution, u at Vx: 0.7456
Full solution, J at Vx: 3.101 mA/cm2
Full solution, J/J_ohm at Vx: 1.805
Full solution, injected charge: 0.0383 uC/cm2
Full solution, injected/thermal: 1.196
V/Vx, J/J_ohm, J/J_MG, injected/thermal (numerical):
    0.1    1.049   10.489    0.093
    1.0    1.805    1.805    1.196
   10.0   10.756    1.076   13.170
Dielectric relaxation time: 16.58 us
Uniform-field transit time at Vx: 18.65 us
Full transit time at Vx: 22.69 us
Full transit/relaxation time: 1.369
Thermal voltage kT/e: 25.85 mV
Debye length: 65.5 nm
L/Debye length: 30.5
Assumed contact density: 1.0e+18 cm^-3
Diffusion: low-V conductance factor: 1.120
Diffusion: raised ohmic line meets MG at: 24.02 V
Diffusion: J at Vx / drift-only J: 1.055
Assumed Poole-Frenkel coefficient: 3.0e-04 (cm/V)^0.5
Field-dependent mobility: J factor at Vx: 1.093
Field-dependent mobility: crossing at: 21.79 V
Deep-trap density with filling at Vx: 1.78e+15 cm^-3
Peak field at exit contact: 0.1443 MV/cm
Rough breakdown field: 1.0 MV/cm
Dissipated power at Vx: 66.5 mW/cm2
Glass thickness: 0.7 mm
Glass thermal conductivity: 1.0 W/(m K)
Temperature rise across glass: 0.47 K
```
